# Conductivity from odd eigenmodes of the symmetrized collision matrix

## 1. Result

Electrons in one spin-degenerate band scatter from a bath in equilibrium at temperature $T$. Let $f_k$ be the Fermi function at $\varepsilon_k$, $w_k=f_k(1-f_k)$, and $v_k=\hbar^{-1}\partial\varepsilon_k/\partial k_x$. The conductivity along $x$ of a two-dimensional sample of area $A$ is

$$
\sigma=\sum_{\alpha\ \rm odd}\sigma_\alpha,\qquad
\sigma_\alpha=\frac{2e^2}{k_BT\,A}\Big(\sum_k\sqrt{w_k}\,v_k\,\theta_{\alpha k}\Big)^2\tau_\alpha .
\tag{1}
$$

The $\theta_\alpha$ are orthonormal eigenvectors of the symmetrized collision matrix $\Omega$ defined below, with eigenvalues $1/\tau_\alpha$. "Odd" means $\theta_{\alpha,-k}=-\theta_{\alpha k}$. No term is negative, and a small disturbance with the shape of mode $\alpha$ decays as $e^{-t/\tau_\alpha}$.

Three conditions are assumed: detailed balance; symmetry of band and scattering under $k\to-k$; and no undamped mode that overlaps the velocity. The sum runs over odd modes, but an odd mode may still have zero weight.

## 2. The collision term and its symmetry

Let $W_{kk'}$ be the rate from $k$ to $k'$, independent of spin. For a general occupation $n_k$ the collision term is

$$
C_k=\sum_{k'}\big[W_{k'k}\,n_{k'}(1-n_k)-W_{kk'}\,n_k(1-n_{k'})\big].
\tag{2}
$$

Detailed balance says that in equilibrium each pair of opposite flows cancels:

$$
P_{kk'}\equiv W_{kk'}f_k(1-f_{k'})=W_{k'k}f_{k'}(1-f_k)=P_{k'k}.
\tag{3}
$$

We also need $\varepsilon_{-k}=\varepsilon_k$ and $P_{-k,-k'}=P_{kk'}$. Inversion symmetry gives both directly. Time reversal gives the first for a spin-degenerate band. For the second, write the golden-rule rate as a sum over bath transitions $i\to f$, weighted by the thermal probability $p_i$. The time-reversed process takes $-k'$ to $-k$ and the bath from $f$ to $i$, with the same squared matrix element but with weight $p_f=p_i\,e^{-(E_f-E_i)/k_BT}$. Energy conservation gives $E_f-E_i=\varepsilon_k-\varepsilon_{k'}$, so

$$
W_{-k',-k}=e^{(\varepsilon_{k'}-\varepsilon_k)/k_BT}\,W_{kk'} .
$$

Since $f_k/(1-f_k)=e^{-(\varepsilon_k-\mu)/k_BT}$, equation (3) gives the same right-hand side for $W_{k'k}$. Hence $W_{-k',-k}=W_{k'k}$. Because $f$ is even, $P$ has the required symmetry.

## 3. Linearization

Put $n_k=f_k+w_k\phi_k$ with small $\phi$. To first order the gain term in (2) changes by

$$
W_{k'k}\big[(1-f_k)w_{k'}\phi_{k'}-f_{k'}w_k\phi_k\big]
=P_{kk'}\big[(1-f_{k'})\phi_{k'}-f_k\phi_k\big],
$$

where $W_{k'k}f_{k'}(1-f_k)=P_{kk'}$ was factored out. The loss term changes by

$$
W_{kk'}\big[(1-f_{k'})w_k\phi_k-f_kw_{k'}\phi_{k'}\big]
=P_{kk'}\big[(1-f_k)\phi_k-f_{k'}\phi_{k'}\big].
$$

In the difference, the coefficients of $\phi_{k'}$ add to $1$ and those of $\phi_k$ add to $-1$:

$$
C_k=-\sum_{k'}P_{kk'}(\phi_k-\phi_{k'}).
\tag{4}
$$

The matrix acting on $\delta n=w\phi$ is in general not symmetric when scattering changes the energy. The variable $x_k=\delta n_k/\sqrt{w_k}=\sqrt{w_k}\,\phi_k$ cures this. Dividing (4) by $\sqrt{w_k}$ gives $C_k/\sqrt{w_k}=-(\Omega x)_k$, with

$$
\Omega_{kk'}=\Gamma_k\delta_{kk'}-K_{kk'},\qquad
\Gamma_k=\sum_{k'}\frac{P_{kk'}}{w_k},\qquad
K_{kk'}=\frac{P_{kk'}}{\sqrt{w_kw_{k'}}}.
\tag{5}
$$

To read $\Gamma_k$, use $1/w_k=1/f_k+1/(1-f_k)$:

$$
\Gamma_k=\sum_{k'}\big[W_{kk'}(1-f_{k'})+W_{k'k}f_{k'}\big].
$$

Apart from the term $k'=k$, which moves no electron and cancels between $\Gamma$ and $K$ in $\Omega$, this is the rate at which an excess in state $k$ is lost if all other occupations are held at equilibrium. We call it the out-scattering rate. The matrix $K$ describes the return through in-scattering.

The eigenvalues of $\Omega$ cannot be negative, because

$$
x^{T}\Omega x=\sum_{kk'}P_{kk'}(\phi_k^2-\phi_k\phi_{k'})
=\tfrac12\sum_{kk'}P_{kk'}(\phi_k-\phi_{k'})^2\ge0 .
\tag{6}
$$

The second equality averages the sum with itself after exchanging $k$ and $k'$. The form vanishes when $\phi$ is constant on every set of states linked by scattering. If all states are linked, the one zero mode is $x_k\propto\sqrt{w_k}$. It is even, and it expresses conservation of charge.

## 4. The field and the expansion

The charge is $-e$, so a field $E$ along $x$ exerts the force $F=-eE$. For a uniform system,

$$
\frac{\partial n_k}{\partial t}+\frac F\hbar\frac{\partial n_k}{\partial k_x}=C_k .
$$

To first order in $F$ the derivative acts on $f$, and $\partial f_k/\partial k_x=-\hbar v_kw_k/k_BT$. Moving this term to the right and dividing by $\sqrt{w_k}$ gives

$$
\frac{\partial x}{\partial t}=\frac{F}{k_BT}\,b-\Omega x,\qquad b_k=\sqrt{w_k}\,v_k .
\tag{7}
$$

Let $(\Pi x)_k=x_{-k}$. From $P_{-k,-k'}=P_{kk'}$ and $w_{-k}=w_k$ it follows that $\Gamma$ and $K$ are unchanged by $\Pi$, so $\Pi\Omega=\Omega\Pi$. If $\Omega\theta=\lambda\theta$, then $\Omega\Pi\theta=\lambda\Pi\theta$. For a simple eigenvalue, $\Pi\theta$ is a multiple of $\theta$, and $\Pi^2=1$ makes the factor $\pm1$. For a repeated eigenvalue we diagonalize $\Pi$ within its eigenspace. Thus a basis of even and odd modes exists.

Since $\varepsilon$ is even, $v$ is odd and $\Pi b=-b$. For an even mode,

$$
\theta_\alpha\cdot b=(\Pi\theta_\alpha)\cdot(\Pi b)=-\theta_\alpha\cdot b=0 .
\tag{8}
$$

The field does not excite even modes at first order. In particular the charge mode is not driven, so a steady state exists. Writing $x=\sum_\alpha c_\alpha\theta_\alpha$ and projecting (7) on $\theta_\alpha$ gives

$$
\dot c_\alpha=\frac F{k_BT}\,\theta_\alpha\cdot b-\frac{c_\alpha}{\tau_\alpha},\qquad
c_\alpha^{\rm steady}=\frac F{k_BT}\,\tau_\alpha\,\theta_\alpha\cdot b .
\tag{9}
$$

There is no current in equilibrium. With a factor 2 for spin,

$$
j=-\frac{2e}{A}\sum_kv_k\,\delta n_k=-\frac{2e}{A}\,b\cdot x
=-\frac{2eF}{k_BT\,A}\sum_{\alpha\ \rm odd}(\theta_\alpha\cdot b)^2\tau_\alpha .
$$

Setting $F=-eE$ cancels the minus sign, and $j/E$ is (1). If someone chooses mixed vectors within a degenerate eigenspace, the total is unchanged: the sum of $(\theta_\alpha\cdot b)^2$ there is the squared length of the projection of $b$.

## 5. Why these are relaxation times

With $F=0$, equation (9) gives $c_\alpha(t)=c_\alpha(0)e^{-t/\tau_\alpha}$, for odd and even modes alike. If the field is switched off at $t=0$ after a steady state has formed, then

$$
\frac{j(t)}{j(0)}=\sum_\alpha\frac{\sigma_\alpha}{\sigma}\,e^{-t/\tau_\alpha}.
\tag{10}
$$

The same times set the response to a field $Ee^{-i\omega t}$. The projected equation becomes $(-i\omega+1/\tau_\alpha)c_\alpha=(F/k_BT)\,\theta_\alpha\cdot b$, so $\tau_\alpha$ in (1) is replaced by $\tau_\alpha/(1-i\omega\tau_\alpha)$ and

$$
\sigma(\omega)=\sum_\alpha\frac{\sigma_\alpha}{1-i\omega\tau_\alpha}.
\tag{11}
$$

The time $1/\Gamma_k$ has no such general meaning. An excess placed in one state $k$ is an eigenvector of $\Omega$ if $K_{kk'}=0$ for every $k'\ne k$, that is, if the state scatters nowhere. Otherwise the excess spreads over several modes. It relaxes as a sum of exponentials plus a constant, since its share in the charge mode does not decay.

There is, however, a case in which $1/\Gamma_k$ is a true relaxation time for odd disturbances. Suppose $P_{k,-k'}=P_{kk'}$, so that scattering to $k'$ and to $-k'$ is equally likely. For odd $x$ the terms $k'$ and $-k'$ cancel in $Kx$, leaving $(\Omega x)_k=\Gamma_kx_k$. The odd modes are then antisymmetric pairs on $k$ and $-k$, with rate $\Gamma_k$, and

$$
\sigma=\frac{2e^2}{k_BT\,A}\sum_k\frac{w_kv_k^2}{\Gamma_k}.
\tag{12}
$$

## 6. A second case: elastic scattering on a circle

Consider an isotropic two-dimensional band with static impurities, where $W$ depends on the energy and the scattering angle $\vartheta$. Energy is conserved, so $f_{k'}=f_k$, $P_{kk'}=w_kW_{kk'}$ and $K_{kk'}=W_{kk'}$. On one energy shell take $x=\cos m\varphi$, with $\varphi$ the direction of $k$:

$$
(\Omega x)_k=\sum_{k'}W(\vartheta)\big[\cos m\varphi-\cos m(\varphi+\vartheta)\big]
=\cos m\varphi\sum_{k'}W(\vartheta)(1-\cos m\vartheta).
$$

The term with $\sin m\vartheta$ vanished because $W(\vartheta)=W(-\vartheta)$. Thus

$$
\frac1{\tau_m}=\sum_{k'}W(\vartheta)(1-\cos m\vartheta).
$$

Parity is $(-1)^m$. The velocity is proportional to $\cos\varphi$, so on each shell $m=1$ alone contributes, with the familiar transport time. The modes $m=3,5,\dots$ are odd but carry no current. Oddness is necessary, not sufficient.

## 7. Total weight and a lower bound

Divide each $\sigma_\alpha$ by $\tau_\alpha$ and add. Completeness of the eigenvectors gives

$$
D\equiv\sum_\alpha\frac{\sigma_\alpha}{\tau_\alpha}
=\frac{2e^2}{k_BT\,A}\,b\cdot b
=\frac{2e^2}{k_BT\,A}\sum_kw_kv_k^2 .
$$

Now insert $w_kv_k/k_BT=-\hbar^{-1}\partial f_k/\partial k_x$. For a dense mesh the sum is an integral over the zone, and integration by parts leaves no boundary term because the integrand is periodic:

$$
D=-\frac{2e^2}{\hbar A}\sum_kv_k\frac{\partial f_k}{\partial k_x}
=\frac{2e^2}{\hbar^2A}\sum_kf_k\frac{\partial^2\varepsilon_k}{\partial k_x^2}.
\tag{13}
$$

Scattering has dropped out: it distributes a fixed weight among the modes. By (11), the same $D$ governs high frequencies, where $\sigma(\omega)\to iD/\omega$.

With $p_\alpha=(\theta_\alpha\cdot b)^2/(b\cdot b)$, which add to one, equation (1) reads

$$
\sigma=D\langle\tau\rangle,\qquad \langle\tau\rangle=\sum_\alpha p_\alpha\tau_\alpha .
$$

The Cauchy–Schwarz inequality gives

$$
1=\Big(\sum_\alpha\sqrt{p_\alpha\tau_\alpha}\sqrt{p_\alpha/\tau_\alpha}\Big)^2
\le\langle\tau\rangle\sum_\alpha\frac{p_\alpha}{\tau_\alpha},
\qquad\text{so}\qquad
\langle\tau\rangle\ge\frac{b\cdot b}{b\cdot\Omega b}.
\tag{14}
$$

This bound needs no diagonalization. Equality holds when all modes with weight share one relaxation time.

## 8. Where the result fails

**An undamped odd mode.** If $1/\tau_0=0$ and $\theta_0\cdot b\ne0$, equation (9) gives $c_0$ growing linearly in time, and the dc conductivity diverges. By (6), this requires states that are not all linked. Take one dimension without scattering between $k>0$ and $k<0$. Then $\phi=\pm1$ on the two halves is an odd zero mode. Its overlap with the drive is proportional to

$$
\sum_{k>0}w_kv_k=-\frac{k_BT}\hbar\sum_{k>0}\frac{\partial f_k}{\partial k}
\propto f(0)-f(\pi/a),
$$

which is nonzero for a band whose energy differs between centre and edge. Two unlinked valleys at $\pm k_0$ also have an odd zero mode. The sum over one valley reduces in the same way to values of $f$ on its border, and it vanishes only if these cancel exactly. If $f$ is merely small at the border, the weight $p_0$ of this mode is very small but not zero, and strictly unlinked valleys still give a divergent conductivity. With weak scattering between the valleys the mode adds $p_0\tau_0$ to $\langle\tau\rangle$, which is negligible as long as $p_0\tau_0$ is small against the contribution of the other modes.

**Broken parity.** If $P$ is symmetric but $P_{-k,-k'}\ne P_{kk'}$, the expansion over all modes still holds, since it needs a symmetric $\Omega$ and an undriven zero mode. The step (8) is lost, and the contributing modes can have mixed parity.

**Strong disturbance.** The times belong to the linearized equation. At larger amplitudes the quadratic terms in (2) in general couple the modes. Purely elastic scattering is an exception: there $W_{kk'}=W_{k'k}$, and the quadratic terms cancel.

## 9. A small lattice

Take a square lattice of spacing $a$ with different hoppings along its axes,

$$
\varepsilon=-2t_x\cos\kappa_x-2t_y\cos\kappa_y,\qquad \kappa_i=k_ia ,
$$

with $t_x=0.08$ eV, $t_y=0.05$ eV, $\mu=-0.08$ eV and $k_BT=0.025$ eV. The mesh has $N=24\times24=576$ momenta, shifted so that no point is its own partner under $k\to-k$. This gives 288 odd and 288 even modes. The rates are

$$
W_{kk'}=\frac RN\,\frac{\kappa_0^2}{\kappa_0^2+q^2}\,S(\varepsilon_{k'}-\varepsilon_k),\qquad
S(\omega)=\frac{\omega/k_BT}{e^{\omega/k_BT}-1}\,e^{-\omega^2/\omega_c^2},
$$

where $q^2=4\sum_i\sin^2[(\kappa_i-\kappa_i')/2]$, $R=0.2$ fs$^{-1}$, $\kappa_0^2=0.5$ and $\omega_c=0.05$ eV. In $S$, $\omega$ is the energy taken from the bath. Since $S(\omega)/S(-\omega)=e^{-\omega/k_BT}$, detailed balance holds. The bath has a continuous spectrum, so no energy delta function has to be broadened.

**Conductivity.** The mode sum gives $\sigma=6.453\times10^{-3}$ S. The full nonlinear equation, evolved in a weak field until the current is steady, gives the same value to these digits. The even modes contribute zero to rounding accuracy. This includes the slowest decaying mode of all, which is even and has $\tau=581$ fs; the slowest odd mode has $275$ fs. A long lifetime alone does not make a mode matter for the current.

The total weight is $D=2.490\times10^{-5}$ S/fs and the mean time is $259.1$ fs, so

$$
\sigma=D\langle\tau\rangle=2.490\times10^{-5}\times259.1\ \text{S}=6.45\times10^{-3}\ \text{S}.
$$

The bound (14) gives $251$ fs, about 3 % below the mean time.

**Few modes dominate.** The leading mode, with $\tau=275.4$ fs, carries 88.6 % of the conductivity. Its part of the total weight is smaller, because its time is longer than the mean:

$$
p_1=\frac{\sigma_1}{\sigma}\frac{\langle\tau\rangle}{\tau_1}=0.886\times\frac{259.1}{275.4}=0.83 .
$$

The mode with the second-largest share has $189.4$ fs and 7.2 %. On this mesh eleven modes give 99 %. That number depends on the mesh, because the last part of the weight lies in the continuum described below.

**Out-scattering times.** On the mesh, the term $k'=k$ stands for scattering within the cell around $k$, and we keep it in $\Gamma_k$. The times $1/\Gamma_k$ then lie between 76 and 166 fs. Used in (12), where they do not belong here, they give $3.53\times10^{-3}$ S, or 55 % of the full result. The sign of this error can be derived. In the odd sector $\Omega^{-1}$ exists, and $\Omega=\Gamma-K$ implies

$$
\Omega^{-1}=\Gamma^{-1}+\Gamma^{-1}K\Gamma^{-1}+\Gamma^{-1}K\,\Omega^{-1}K\Gamma^{-1}.
$$

With $y=\Gamma^{-1}b$, the correction to $b\cdot\Gamma^{-1}b$ is $y\cdot Ky+(Ky)\cdot\Omega^{-1}(Ky)$. The second term is non-negative. The first is $\sum P_{kk'}\phi_k\phi_{k'}$ with $\phi=v/\Gamma$, which has the sign of $\sin\kappa_x$. Compare $k'$ with its mirror image $\kappa_x'\to-\kappa_x'$. The energy is the same and $\phi_{k'}$ changes sign, while $q^2$ is smaller for the partner on the same side as $k$, because

$$
\cos(\kappa_x-\kappa_x')-\cos(\kappa_x+\kappa_x')=2\sin\kappa_x\sin\kappa_x' .
$$

The positive product therefore has the larger $P$, and the first term is positive. In this model, preference for small $q$ favours return to states with the same sign of $v_k$, and neglecting this preference underestimates $\sigma$.

**Decay.** At 200 fs after switch-off, the two leading terms of (10) give

$$
0.886\,e^{-200/275.4}+0.072\,e^{-200/189.4}=0.429+0.025=0.454 .
$$

All modes together give 0.466, and so does the nonlinear equation. The out-scattering times would leave 0.249. As a test of single modes, the leading odd mode and the slowest even mode after the charge mode were each started with small amplitude in the nonlinear equation. After $2\tau_\alpha$ both retained their shape and a fraction 0.1353 of their amplitude, which is $e^{-2}$.

**Finer meshes.** From $24\times24$ to $32\times32$ points, $\sigma$ changes by less than 0.01 % and the leading time stays at $275.4$ fs to within 0.1 fs. Not every mode need settle in this way. For a smooth kernel $K$, the infinite-mesh spectrum contains a continuum filling the range of $\Gamma_k$, and eigenvalues inside it are in general features of the mesh. Modes slower than every $1/\Gamma_k$ lie outside that continuum; here they carry 97.7 % of the conductivity.

**Parity removed.** Multiply $P_{kk'}$ by $g_kg_{k'}$ with $g=1+\tfrac12\sin\kappa_x$. The matrix stays symmetric, but $k$ and $-k$ no longer scatter alike. Measure the even part of a mode by $(1+\theta_\alpha\cdot\Pi\theta_\alpha)/2$ and average it with weights $\sigma_\alpha/\sigma$. The average is zero to rounding for the original model and 0.555 on this mesh for the altered one; the latter value shifts slightly with the mesh. The even component of such a mode still has no overlap with $b$, but it is tied to an odd component that does, and both decay with one common time. The numerical output below lists the remaining values.

## Computed values

```
hopping x, y: 0.08, 0.05 eV; chemical potential: -0.08 eV; kT: 0.025 eV
bath: rate prefactor 0.2 1/fs, cutoff 0.05 eV, kappa^2 0.5
mesh: 24 x 24; odd modes: 288; even modes: 288
smallest eigenvalue (charge mode): 3.3e-18 1/fs
slowest even mode after charge: 580.60 fs
slowest odd mode: 275.43 fs
share of conductivity from all even modes: 1.8e-25
conductivity, mode sum: 6.45304e-03 S
conductivity, nonlinear equation in weak field: 6.45264e-03 S
weak field: force times lattice constant = 1e-06 eV
contributing mode 1: tau 275.43 fs, share 88.60 %
contributing mode 2: tau 189.37 fs, share 7.21 %
contributing mode 3: tau 211.67 fs, share 0.76 %
contributing mode 4: tau 169.53 fs, share 0.72 %
contributing mode 5: tau 170.71 fs, share 0.37 %
modes needed for 90 %: 2
modes needed for 99 %: 11
sum-rule weight, modes: 2.49035e-05 S/fs
sum-rule weight, band curvature: 2.49029e-05 S/fs
mean relaxation time: 259.12 fs
inverse of mean rate (lower bound): 251.09 fs
out-scattering times 1/Gamma: 75.54 to 166.17 fs
share from modes slower than every 1/Gamma: 97.73 %
conductivity from out-scattering times: 3.53427e-03 S
ratio to full conductivity: 0.5477
current left after 50 fs: nonlinear 0.82498, modes 0.82499, out-times 0.70390
current left after 100 fs: nonlinear 0.68132, modes 0.68133, out-times 0.49662
current left after 200 fs: nonlinear 0.46596, modes 0.46597, out-times 0.24876
leading odd mode left after 2 tau: 0.135335
slowest even mode left after 2 tau: 0.135336
exp(-2): 0.135335
even weight in contributing modes, parity kept: -3.5e-16
even weight in contributing modes, parity broken: 0.5552
mesh 16: conductivity 6.42842e-03 S, leading tau 274.35 fs, share 89.16 %
mesh 24: conductivity 6.45304e-03 S, leading tau 275.43 fs, share 88.60 %
mesh 32: conductivity 6.45289e-03 S, leading tau 275.45 fs, share 88.57 %
```
